# Same-Mode Backscattering from Meandering and Width-Varying Slab Waveguide Walls: a program that tests the result

```python
"""
Result under test: backscattering of a slab-guide mode by displaced walls.
Field E_y(x,z) parallel to the walls, time factor exp(-i omega t).
Walls: x = a + f_top(z) and x = -a + f_bot(z), nominal width d = 2a.
To first order, reflection into the same mode is
    r1 = i K * integral of (f_top - f_bot) exp(2 i beta z) dz,
    K  = kappa^2 / (beta (d + 2/gamma)) = d(beta)/d(width),
so a common meander (f_top = f_bot) gives zero and a width change does not.
beta: propagation constant; kappa, gamma: transverse constants in core, cladding.
Lengths are in nm. The full-wave solver expands the field in sine functions
across a wide box with an absorber near its walls, and makes no assumption
that the wall displacement is small.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.signal import lfilter

N_CORE, N_CLAD = 3.5, 1.45
WIDTH, WAVELENGTH = 220.0, 1550.0
SIGMA, CORR = 1.0, 50.0
K0 = 2 * np.pi / WAVELENGTH
EPS1, EPS2 = N_CORE**2, N_CLAD**2
NM_PER_CM = 1e7
DB = 10 / np.log(10)


def fundamental(width):
    """beta, kappa, gamma of the lowest even mode from its dispersion relation."""
    half = width / 2
    kmax = K0 * np.sqrt(EPS1 - EPS2)
    top = min(kmax, np.pi / (2 * half)) * (1 - 1e-12)

    def mismatch(k):
        return k * np.sin(k * half) - np.sqrt(kmax**2 - k**2) * np.cos(k * half)
    kappa = brentq(mismatch, 1e-9, top, xtol=1e-16)
    return np.sqrt(EPS1 * K0**2 - kappa**2), kappa, np.sqrt(kmax**2 - kappa**2)


beta, kappa, gamma = fundamental(WIDTH)
K = kappa**2 / (beta * (WIDTH + 2 / gamma))

# K from the overlap definition and from the change of beta with width
half = WIDTH / 2
edge = np.cos(kappa * half)
norm = 2 * quad(lambda x: np.cos(kappa * x)**2, 0, half)[0]
norm += 2 * quad(lambda s: (edge * np.exp(-gamma * s))**2, 0, 30 / gamma)[0]
K_overlap = K0**2 * (EPS1 - EPS2) * edge**2 / (2 * beta * norm)
K_slope = (fundamental(WIDTH + 0.1)[0] - fundamental(WIDTH - 0.1)[0]) / 0.2
assert abs(K_overlap / K - 1) < 1e-6
assert abs(K_slope / K - 1) < 1e-4

# ---------- full-wave solver ----------
BOX, NB, ABS_START = 4000.0, 110, 700.0
orders = np.arange(1, NB + 1)
diff = orders[:, None] - orders[None, :]
summ = orders[:, None] + orders[None, :]
ONE = np.eye(NB)
xq = (np.arange(2000) + 0.5) * BOX / 2000 - BOX / 2
sines = np.sqrt(2 / BOX) * np.sin(np.outer(orders, np.pi * (xq / BOX + 0.5)))
ramp = np.clip((np.abs(xq) - ABS_START) / (BOX / 2 - ABS_START), 0, None)**2
ABSORBER = (sines * ramp) @ sines.T * (BOX / 2000)


def indicator(left, right):
    """Matrix of a function equal to 1 on [left, right] and 0 elsewhere."""
    def primitive(x):
        s = x / BOX + 0.5
        return s * (np.sinc(diff * s) - np.sinc(summ * s))
    return primitive(right) - primitive(left)


def section(f_top, f_bot, width=WIDTH, eps_bot=EPS2, strength=3.0):
    """Modes of a uniform piece of guide: constants q, vectors, inverse, operator."""
    lo, hi = -width / 2 + f_bot, width / 2 + f_top
    eps = eps_bot * ONE + (EPS1 - eps_bot) * indicator(lo, hi)
    eps = eps + (EPS2 - eps_bot) * indicator(hi, BOX / 2)
    eps = eps + 1j * strength * ABSORBER
    lam, vec = np.linalg.eig(K0**2 * eps - np.diag((orders * np.pi / BOX)**2))
    rank = np.argsort(-lam.real)
    lam, vec = lam[rank], vec[:, rank]
    q = np.sqrt(-1j * lam) * np.exp(0.25j * np.pi)   # outgoing or decaying root
    inv = np.linalg.inv(vec)
    return q, vec, inv, (vec * q) @ inv


def scatter(guide, pieces, nmodes=1):
    """Reflection matrix of guided modes; radiated fraction for the lowest one."""
    q0, v0, _, b0 = guide
    admit, carry, total = b0, ONE, 0.0
    for (q, vec, inv, b), length in reversed(pieces):
        refl = np.linalg.solve(b + admit, b - admit)
        prop = (vec * np.exp(1j * q * length)) @ inv
        back = prop @ refl @ prop
        m = np.linalg.inv(ONE + back)
        admit = b @ (ONE - back) @ m
        carry = carry @ (ONE + refl) @ prop @ m
        total += length
    refl = np.linalg.solve(b0 + admit, b0 - admit)
    phi = v0[:, :nmodes]
    phi = phi / np.sqrt(np.sum(phi * phi, axis=0))
    r = phi.T @ refl @ phi
    t = phi[:, 0] @ carry @ (phi[:, 0] + refl @ phi[:, 0])
    lost = abs(np.exp(1j * q0[0] * total))**2 - abs(t)**2 - abs(r[0, 0])**2
    return r, lost


guide = section(0, 0)
assert abs(guide[0][0] / beta - 1) < 1e-3

# One rectangular jog of the walls, of the length that reflects most
JOG = np.pi / (2 * beta)
heights = [1.0, 2.0, 4.0]
r_width, r_meander, rad_meander = [], [], []
for h in heights:
    r_width.append(scatter(guide, [(section(h, -h), JOG)])[0][0, 0])
    r, lost = scatter(guide, [(section(h, h), JOG)])
    r_meander.append(r[0, 0])
    rad_meander.append(lost)
r_minus = scatter(guide, [(section(-1, 1), JOG)])[0][0, 0]
slope_full = (r_width[0] - r_minus) / 2
slope_theory = 1j * K * 2 * (np.exp(2j * beta * JOG) - 1) / (2j * beta)
slope_error = abs(slope_full / slope_theory - 1)
assert slope_error < 0.01                        # finite sine basis
r_mirror = scatter(guide, [(section(-2, -2), JOG)])[0][0, 0]
assert abs(r_mirror - r_meander[1]) < 1e-4 * abs(r_meander[1])
assert abs(r_width[1] / r_width[0] - 2) < 0.1    # linear, next order small
assert abs(r_meander[1] / r_meander[0] - 4) < 0.3   # no linear term
assert abs(rad_meander[1] / rad_meander[0] - 4) < 0.2
assert rad_meander[0] > 0

# The radiated fraction must not hinge on the absorber
strong = section(0, 0, strength=6.0)
rad_strong = scatter(strong, [(section(2, 2, strength=6.0), JOG)])[1]
absorber_change = abs(rad_strong / rad_meander[1] - 1)
assert absorber_change < 0.2                     # residual absorber reflection

# Guide with two modes: the odd mode also cancels, parity conversion does not
WIDE = 400.0
wide = section(0, 0, width=WIDE)
m1, m2 = [scatter(wide, [(section(h, h, width=WIDE), 100.0)], 2)[0] for h in (1, 2)]
w1 = scatter(wide, [(section(1, -1, width=WIDE), 100.0)], 2)[0]
w2 = scatter(wide, [(section(2, -2, width=WIDE), 100.0)], 2)[0]
assert abs(m2[1, 1] / m1[1, 1] - 4) < 0.3
assert abs(w2[1, 1] / w1[1, 1] - 2) < 0.1
assert abs(m2[1, 0] / m1[1, 0] - 2) < 0.1
assert abs(m1[1, 0]) > 10 * abs(m1[1, 1])

# Unequal claddings (one side of index 1): first-order part of the reflection
uneven = section(0, 0, eps_bot=1.0)


def uneven_slope(s_bot):
    rr = [scatter(uneven, [(section(s, s * s_bot, eps_bot=1.0), JOG)])[0][0, 0]
          for s in (1.0, -1.0)]
    return (rr[0] - rr[1]) / 2


uneven_ratio = abs(uneven_slope(1.0) / uneven_slope(-1.0))
assert uneven_ratio < 0.02                       # finite sine basis


# ---------- random walls ----------
def backscatter_rate(rho):
    """Mean backscattered power per nm for wall-to-wall correlation rho."""
    spectrum = 2 * CORR / (1 + (2 * beta * CORR)**2)
    return K**2 * 2 * SIGMA**2 * (1 - rho) * spectrum


rng = np.random.default_rng(7)
STEP, POINTS, TRIALS = 5.0, 1000, 4000
decay = np.exp(-STEP / CORR)
phase = np.exp(2j * beta * STEP * np.arange(POINTS)) * STEP


def rough_walls():
    noise = rng.standard_normal((TRIALS, POINTS)) * np.sqrt(1 - decay**2)
    noise[:, 0] /= np.sqrt(1 - decay**2)
    return SIGMA * lfilter([1.0], [1.0, -decay], noise, axis=1)


mc_ratio = {}
for rho in (0.5, -0.5):
    top = rough_walls()
    bottom = rho * top + np.sqrt(1 - rho**2) * rough_walls()
    power = np.mean(np.abs(K * ((top - bottom) @ phase))**2)
    mc_ratio[rho] = power / (STEP * POINTS) / backscatter_rate(rho)
    assert abs(mc_ratio[rho] - 1) < 0.08         # sampling and finite length

# Full-wave runs on two-level random walls (+sigma or -sigma) whose
# correlation function is also sigma^2 exp(-|u|/CORR)
SPAN, RUNS = 3000.0, 8
meander_ops = {s: section(s * SIGMA, s * SIGMA) for s in (1, -1)}
width_ops = {s: section(s * SIGMA, -s * SIGMA) for s in (1, -1)}
full_w, first_w, full_m, lost_w, lost_m = [], [], [], [], []
for _ in range(RUNS):
    cuts = [0.0]
    while cuts[-1] < SPAN:
        cuts.append(min(SPAN, cuts[-1] + rng.exponential(2 * CORR)))
    cuts = np.array(cuts)
    signs = rng.choice([1, -1]) * (-1)**np.arange(len(cuts) - 1)
    lengths = np.diff(cuts)
    r, lost = scatter(guide, [(width_ops[s], u) for s, u in zip(signs, lengths)])
    full_w.append(r[0, 0])
    lost_w.append(lost)
    r, lost = scatter(guide, [(meander_ops[s], u) for s, u in zip(signs, lengths)])
    full_m.append(r[0, 0])
    lost_m.append(lost)
    waves = np.diff(np.exp(2j * beta * cuts)) / (2j * beta)
    first_w.append(1j * K * 2 * SIGMA * np.sum(signs * waves))
full_w, first_w, full_m = map(np.array, (full_w, first_w, full_m))
born_error = np.sqrt(np.sum(abs(full_w - first_w)**2) / np.sum(abs(first_w)**2))
power_ratio = np.sum(abs(full_m)**2) / np.sum(abs(full_w)**2)
assert born_error < 0.1                          # second order in sigma
assert power_ratio < 0.01
rad_w = np.mean(lost_w) / SPAN * NM_PER_CM
rad_m = np.mean(lost_m) / SPAN * NM_PER_CM
assert rad_m > 0 and rad_w > 0

# ---------- printed numbers ----------
print(f"core index {N_CORE}, cladding index {N_CLAD}")
print(f"width {WIDTH:.0f} nm, vacuum wavelength {WAVELENGTH:.0f} nm")
print(f"wall rms {SIGMA:.1f} nm, correlation length {CORR:.0f} nm")
print(f"k0 = {K0:.6f} 1/nm")
print(f"beta = {beta:.6f} 1/nm, effective index = {beta / K0:.4f}")
print(f"kappa = {kappa:.6f} 1/nm, gamma = {gamma:.6f} 1/nm")
print(f"K, closed form    = {K:.5e} 1/nm^2")
print(f"K, overlap        = {K_overlap:.5e} 1/nm^2")
print(f"K, d(beta)/d(width) = {K_slope:.5e} 1/nm^2")
print(f"jog length = {JOG:.1f} nm")
print("jog: h (nm), |r| width change 2h, |r| meander, radiated by meander")
for h, rw, rm, rad in zip(heights, r_width, r_meander, rad_meander):
    print(f"  {h:.0f}  {abs(rw):.3e}  {abs(rm):.3e}  {rad:.3e}")
print(f"|r| per nm of h, first-order theory = {abs(slope_theory):.4e} 1/nm")
print(f"|r| per nm of h, full wave          = {abs(slope_full):.4e} 1/nm")
print(f"relative error of complex slope = {slope_error:.1e}")
print(f"radiated fraction, change with absorber = {100 * absorber_change:.1f} %")
print(f"two-mode guide, width {WIDE:.0f} nm, jog 100 nm, meander h = 1 nm:")
print(f"  |r| odd to odd = {abs(m1[1, 1]):.2e}, even to odd = {abs(m1[1, 0]):.2e}")
print(f"unequal claddings: meander/width first-order ratio = {uneven_ratio:.1e}")
print(f"2 beta Lc = {2 * beta * CORR:.4f}")
print("rho, backscatter (1/cm), (dB/cm), reflected by 1 mm (first order)")
for rho in (-1.0, 0.0, 0.9, 1.0):
    rate = backscatter_rate(rho) * NM_PER_CM
    print(f"  {rho:4.1f}  {rate:.4f}  {DB * rate:.4f}  {0.1 * rate:.5f}")
print(f"Monte Carlo/formula: rho 0.5: {mc_ratio[0.5]:.3f}, "
      f"rho -0.5: {mc_ratio[-0.5]:.3f}")
print(f"two-level random walls: {RUNS} runs of {SPAN:.0f} nm")
print(f"  rms error of first order, width case = {100 * born_error:.1f} %")
print(f"  backscattered power, meander/width = {power_ratio:.1e}")
print(f"  radiation loss, meander = {DB * rad_m:.2f} dB/cm")
print(f"  radiation loss, width   = {DB * rad_w:.2f} dB/cm")
WALL_HEIGHT = 2000.0
index_shift = (WAVELENGTH / (2 * WALL_HEIGHT))**2 / (2 * beta / K0)
print(f"wall height {WALL_HEIGHT:.0f} nm: index shift about {index_shift:.3f}, "
      f"{100 * index_shift * K0 / beta:.1f} %")
print("done: every assertion held")
```

Output:

```
core index 3.5, cladding index 1.45
width 220 nm, vacuum wavelength 1550 nm
wall rms 1.0 nm, correlation length 50 nm
k0 = 0.004054 1/nm
beta = 0.011643 1/nm, effective index = 2.8721
kappa = 0.008108 1/nm, gamma = 0.010050 1/nm
K, closed form    = 1.34770e-05 1/nm^2
K, overlap        = 1.34770e-05 1/nm^2
K, d(beta)/d(width) = 1.34770e-05 1/nm^2
jog length = 134.9 nm
jog: h (nm), |r| width change 2h, |r| meander, radiated by meander
  1  2.295e-03  2.551e-05  5.117e-05
  2  4.551e-03  1.020e-04  2.047e-04
  4  8.949e-03  4.080e-04  8.182e-04
|r| per nm of h, first-order theory = 2.3151e-03 1/nm
|r| per nm of h, full wave          = 2.3147e-03 1/nm
relative error of complex slope = 2.4e-04
radiated fraction, change with absorber = 1.8 %
two-mode guide, width 400 nm, jog 100 nm, meander h = 1 nm:
  |r| odd to odd = 1.14e-05, even to odd = 1.69e-03
unequal claddings: meander/width first-order ratio = 2.9e-06
2 beta Lc = 1.1643
rho, backscatter (1/cm), (dB/cm), reflected by 1 mm (first order)
  -1.0  0.3084  1.3395  0.03084
   0.0  0.1542  0.6698  0.01542
   0.9  0.0154  0.0670  0.00154
   1.0  0.0000  0.0000  0.00000
Monte Carlo/formula: rho 0.5: 0.997, rho -0.5: 1.005
two-level random walls: 8 runs of 3000 nm
  rms error of first order, width case = 2.1 %
  backscattered power, meander/width = 1.0e-03
  radiation loss, meander = 12.22 dB/cm
  radiation loss, width   = 0.00 dB/cm
wall height 2000 nm: index shift about 0.026, 0.9 %
done: every assertion held
```
